# Defocus Symmetry of Thin-Mask Images and One-Sided Process-Window Optimization

## Three beams

Let a grating mask of period $p$ be lit by one plane wave along the optical axis, and let the lens pass three diffraction orders. The zeroth order has real amplitude $a_0$ and the two first orders have real amplitude $a_1$. To see what a mask phase would do, give both first orders an extra phase $\psi$. For a real mask that is even about $x=0$, $\psi=0$.

Let $z$ be the displacement of the observation plane from focus, in air, positive away from the lens. With time dependence $e^{-i\omega t}$, a wave at angle $\theta$ to the axis gains phase $kz\cos\theta$, where $k=2\pi/\lambda$. Write $\gamma_1=\sqrt{1-(\lambda/p)^2}$ for the cosine of the first-order angle and $c=\cos(2\pi x/p)$. The two first orders add to a cosine, so

$$E=a_0e^{ikz}+2a_1c\,e^{i(\psi+kz\gamma_1)} .\tag{1}$$

The squared modulus is the sum of the two squares and twice the real part of the cross term:

$$I=a_0^2+4a_1^2c^2+4a_0a_1c\cos[\psi-kz(1-\gamma_1)] .\tag{2}$$

Defocus enters through the last cosine alone. For $\psi=0$ that cosine is even in $z$, so the images at $+z$ and $-z$ coincide. For $\psi\neq0$ the image is symmetric about the plane where the argument vanishes:

$$z_s=\frac{\psi}{k(1-\gamma_1)} .\tag{3}$$

Take $\lambda=248$ nm, $p=500$ nm and $\psi=5^\circ$. Then $\lambda/p=0.496$, $1-\gamma_1=0.1317$ and $\psi/k=248\times5/360=3.444$ nm, so $z_s=3.444/0.1317=26.2$ nm. A search for the focus of greatest contrast $I(0)-I(p/2)$, using the field (1) with $a_0=1/2$ and $a_1=1/\pi$, also gives 26.2 nm.

## Two tilted beams and the role of the source

An off-axis source point behaves differently. Let it have transverse frequency $s$, and suppose that the lens passes orders $0$ and $-1$ of the real, even grating. With $q=1/p$ and $\gamma(g)=\sqrt{1-\lambda^2g^2}$, the orders have frequencies $s$ and $s-q$. Their intensity is

$$I_s=a_0^2+a_1^2+2a_0a_1\cos(2\pi qx+\phi),\qquad \phi=kz[\gamma(s)-\gamma(s-q)] .\tag{4}$$

This image slides sideways as $z$ changes, so it is not even in $z$. The opposite source point $-s$ passes orders $0$ and $+1$, at frequencies $-s$ and $-s+q$. Because $\gamma$ is even, its phase difference is again $\phi$, but the fringe has the opposite sign of $q$:

$$I_{-s}=a_0^2+a_1^2+2a_0a_1\cos(2\pi qx-\phi) .\tag{5}$$

Since $\phi$ is odd in $z$, $I_{-s}(x;z)=I_s(x;-z)$. If the two points have weights $S_+$ and $S_-$, expanding the cosines gives the fringe part of the weighted sum:

$$2a_0a_1\left[(S_++S_-)\cos(2\pi qx)\cos\phi-(S_+-S_-)\sin(2\pi qx)\sin\phi\right] .\tag{6}$$

Equal weights remove the odd second term. The symmetry thus belongs to pairs of source points. In the special case $s=q/2$ the two beams have equal angles to the axis, $\phi=0$, and defocus has no effect.

## The general identity

Now let the mask, source and pupil be arbitrary. The mask is thin: it multiplies the incident field by $t(\mathbf x)$, independently of the angle of incidence. Coordinates are scaled to the wafer. Define

$$T(\mathbf f)=\int t(\mathbf x)e^{-2\pi i\mathbf f\cdot\mathbf x}\,d^2x .\tag{7}$$

A source point of frequency $\mathbf s$ shifts every mask frequency $\mathbf f$ to $\mathbf f+\mathbf s$. The pupil without defocus is $P(\mathbf g)=A(\mathbf g)e^{iW(\mathbf g)}$, with $A\ge0$ inside the aperture and $A=0$ outside it. Defocus adds the phase $kz\gamma(\mathbf g)$, where $\gamma=\sqrt{1-\lambda^2|\mathbf g|^2}$ is real inside the aperture because $\lambda|\mathbf g|\le\mathrm{NA}<1$. Apart from a factor $e^{2\pi i\mathbf s\cdot\mathbf x}$ of unit modulus, the image field is

$$E_{\mathbf s}(\mathbf x;z)=\int T(\mathbf f)P(\mathbf f+\mathbf s)e^{ikz\gamma(\mathbf f+\mathbf s)}e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f .\tag{8}$$

Different source points are incoherent, so their intensities add:

$$I(\mathbf x;z)=\frac{\int S(\mathbf s)|E_{\mathbf s}(\mathbf x;z)|^2d^2s}{\int S(\mathbf s)\,d^2s} .\tag{9}$$

Conjugate (8) and replace the integration variable $\mathbf f$ by $-\mathbf f$. The area element is unchanged, and

$$E_{\mathbf s}^*(\mathbf x;z)=\int T^*(-\mathbf f)\,P^*(-\mathbf f+\mathbf s)\,e^{-ikz\gamma(-\mathbf f+\mathbf s)}e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f .\tag{10}$$

Each factor can now be read as part of another image:

- Conjugating (7) at $-\mathbf f$ shows that $T^*(-\mathbf f)$ is the spectrum of $t^*$.
- Since $-\mathbf f+\mathbf s=-(\mathbf f-\mathbf s)$, the pupil factor is $P^-(\mathbf f-\mathbf s)$, where $P^-(\mathbf g)=P^*(-\mathbf g)$.
- Since $\gamma$ is even, the defocus factor is $e^{ik(-z)\gamma(\mathbf f-\mathbf s)}$.

Equation (10) is therefore the field of mask $t^*$ and pupil $P^-$, lit from $-\mathbf s$ and observed at $-z$. Take the squared modulus, insert it in (9), and rename $-\mathbf s$ as $\mathbf s$. With $S^-(\mathbf s)=S(-\mathbf s)$,

$$I[t,S,P](\mathbf x;z)=I[t^*,S^-,P^-](\mathbf x;-z) .\tag{11}$$

No symmetry has been assumed. Equation (11) was tested on a $25\times25$ grid with a random complex mask, a random source without inversion symmetry, and a pupil with uneven amplitude and mixed aberrations. At $kz=6$ and NA 0.70 the two sides differed by $8\times10^{-16}$ of the peak intensity.

## When the two images coincide

If $t^*=t$, $S^-=S$ and $P^-=P$, equation (11) becomes

$$I(\mathbf x;z)=I(\mathbf x;-z) .\tag{12}$$

The mask pattern itself need not be symmetric. A constant mask phase is harmless because it leaves every intensity unchanged. Negative transmission is allowed, so ideal $0^\circ/180^\circ$ phase-shift masks are included.

For the pupil, $P^-=P$ means $A(-\mathbf g)=A(\mathbf g)$ and, for a smooth phase with its irrelevant constant removed, $W(-\mathbf g)=-W(\mathbf g)$. An unaberrated pupil meets this with $W=0$. So does an odd aberration such as coma: it distorts the image, but equally on both sides of focus.

These conditions are sufficient, not necessary. A uniform mask gives a uniform image at every focus, even with a lopsided source. For a general pattern, however, breaking a condition usually breaks the symmetry. On the same grid, with $kz=6$, the largest difference between the images at $\pm z$, relative to the peak at $+z$, was

| Condition broken | Difference |
|---|---:|
| complex mask | 0.37 |
| lopsided source | 0.10 |
| spherical aberration, 1 rad coefficient | 0.23 |
| amplitude $1+0.3u$ across the pupil | 0.11 |

Here $u$ is one pupil coordinate divided by the pupil radius. With all conditions met, and also with coma of 1 rad coefficient, the difference was below $10^{-15}$.

Differentiating (12) with respect to $z$ shows that $\partial I/\partial z$ is odd, so it vanishes at $z=0$. That plane is stationary, but it need not give the linewidth closest to target.

The scalar assumption can be relaxed. In a vector image each field component carries an extra pupil factor $M_j(\mathbf g)$. For incident polarization along $x$, and direction cosines $(u_r,v_r,c_r)$ in the resist, the factors are

$$M_x=1-\frac{u_r^2}{1+c_r},\qquad M_y=-\frac{u_rv_r}{1+c_r},\qquad M_z=-u_r .\tag{13}$$

They are real; the first two are even in $\mathbf g$ and the third is odd. Repeating the step to (10) gives at most an overall minus sign in a component, which its squared modulus removes. The same holds for polarization along $y$, and hence for their incoherent sum, unpolarized light.

## Folding the process window

Let an optimization minimize

$$J=\sum_j w(z_j)\,L[I(\cdot;z_j)] ,\tag{14}$$

where $L$ measures the printing error and may include several doses. If $L$ does not itself depend on the sign of $z$, equation (12) makes its values at $\pm z$ equal. Collecting equal terms gives

$$J=w(0)L[I(\cdot;0)]+\sum_{z>0}[w(z)+w(-z)]\,L[I(\cdot;z)] .\tag{15}$$

A weight is zero where a plane is absent. For a range from $-a$ to $b$, the folded sum must therefore reach the larger of $a$ and $b$. A worst case over both signs likewise becomes a worst case over $|z|$. One sign of defocus suffices, but one value of defocus does not, since the image still changes with $|z|$. For $2N+1$ planes placed symmetrically about zero, $N+1$ images remain.

Focus must be counted from the symmetry plane. If a systematic mask phase has moved that plane as in (3), folding about the old zero pairs unequal images. Recentring cures this for the three-beam grating, but a general pattern may have no common symmetry plane left. In the two-line pattern below, an attenuator phase of $10^\circ$ moves the plane of equal widths by about 8 nm towards negative $z$ for one line and about 4 nm towards positive $z$ for the other, judged at 200 nm on either side; with a finely sampled source the first shift is about 7 nm.

## Why the mask must stay real

Suppose an optimizer may also change the mask phase. Put $t=r+i\epsilon h$, with $r$ and $h$ real, and keep $S$ and $P$ symmetric. Conjugation changes the sign of $\epsilon$, so (11) gives

$$I[r+i\epsilon h](\mathbf x;z)=I[r-i\epsilon h](\mathbf x;-z) .\tag{16}$$

Differentiating at $\epsilon=0$,

$$\left.\frac{\partial I(\mathbf x;z)}{\partial\epsilon}\right|_0=-\left.\frac{\partial I(\mathbf x;-z)}{\partial\epsilon}\right|_0 .\tag{17}$$

The first-order response to an imaginary part has opposite signs on the two sides of focus. A one-sided calculation sees half of this pair.

For a finite phase error $\psi$ on the attenuated lines of an otherwise real mask, conjugation replaces $\psi$ by $-\psi$. Hence $L(\psi,-z)=L(-\psi,z)$. Let the weights be even. The two-sided cost is

$$J_{\rm full}(\psi)=w(0)L(\psi,0)+\sum_{z>0}w(z)[L(\psi,z)+L(-\psi,z)] ,\tag{18}$$

whereas the folded cost, applied outside its conditions, is

$$J_{\rm half}(\psi)=w(0)L(\psi,0)+\sum_{z>0}2w(z)L(\psi,z) .\tag{19}$$

Averaging (19) over $\pm\psi$, and using $L(\psi,0)=L(-\psi,0)$, reproduces (18):

$$J_{\rm full}(\psi)=\tfrac12[J_{\rm half}(\psi)+J_{\rm half}(-\psi)] .\tag{20}$$

The full cost is even in $\psi$, so its slope at $\psi=0$ is zero. The half cost generally has a slope there and can reward a phase whose main penalty falls on the side that is not examined. A source free to become lopsided poses the same problem, because (11) exchanges $S$ and $S^-$ between the two sides. Within the class of real masks and symmetric sources, the full and folded costs are the same function and have the same gradient.

## A worked pattern

Take $\lambda=248$ nm, NA 0.70 and an annular source from 0.5 to 0.8 of the pupil radius. In each 1000 nm period, line A is centred at 250 nm and line B at 650 nm, with target widths of 150 and 220 nm. The mask transmits amplitude 1 in the open areas and $-\sqrt{0.06}=-0.245$ on the lines. In this threshold model of a positive resist, a line remains where relative dose times intensity is below 0.30 of the clear-field intensity.

The cost is the mean squared width error of both lines at doses 0.95, 1 and 1.05. Its focus weights at $-200,-100,0,100,200$ nm are $(1,2,3,2,1)/9$. By (15), the weights at $0,100,200$ nm are $(3,4,2)/9$.

With mask widths equal to the targets, the cost is 53.7 nm². Separate optimizations with five and with three planes both give mask widths of 154.5 and 217.2 nm and a cost of 37.2 nm². The root-mean-square error is $\sqrt{37.2}=6.1$ nm.

These figures belong to a source sampled at 496 points. With about 28,000 points the optimized mask widths become 154.2 and 217.8 nm, the costs before and after optimization become 49.0 and 36.7 nm², and the printed widths below move by up to 0.8 nm if the mask is left unchanged, or by about 0.1 nm if it is re-optimized. Folding is exact for either sampling, because both are symmetric. At nominal dose the optimized mask prints:

| $z$ (nm) | A (nm) | B (nm) |
|---:|---:|---:|
| 0 | 151.1 | 223.0 |
| $\pm100$ | 150.2 | 220.5 |
| $\pm200$ | 147.1 | 212.8 |

The widths are closer to target at $\pm100$ nm than at $z=0$: the optimum spreads the error over the focus range. The mean squared errors of the two lines in the three rows are about 5.1, 0.1 and 30.0 nm². Their weighted mean is $(3\times5.1+4\times0.1+2\times30.0)/9\approx8.4$ nm². The average over all three doses is 37.2 nm², so the two off-nominal doses must average $(3\times37.2-8.4)/2\approx52$ nm². Dose error, not defocus at nominal dose, supplies most of this cost.

Folding does not require even weights. With weights $(1,2,3,4,5)/15$ from $-200$ to $200$ nm, the folded weights are $(3,6,6)/15$. The two costs for the optimized mask agreed within $10^{-8}$ nm².

Now hold the mask widths fixed and vary the attenuator phase. At $\psi=+10^\circ$ and $-10^\circ$ the half cost is 37.401 and 38.175 nm². Their mean, 37.788 nm², equals the full cost, as (20) requires. At $\psi=0$ the half cost has slope $-0.035$ nm² per degree, while the slope of the full cost is zero to rounding. The even part of the cost rises by $37.788-37.224=0.564$ nm² at $10^\circ$. A direct search puts the false minimum of the half cost at about $4.6^\circ$. There the half cost is 0.09 nm² lower than at $\psi=0$, while the full cost is about 0.07 nm² higher. The apparent gain comes from the plane $z=0$; the error there is even in $\psi$ and falls by 0.49 nm², while the slope at $\psi=0$ comes from the defocused planes. At the false minimum the error rises by 0.32 nm² at $+200$ nm but by 2.2 nm² at $-200$ nm, and the half cost misses this larger penalty. The gain is small, but its direction is wrong. These small numbers depend on the source sampling: much finer sampling with the same mask widths gives a slope near $-0.055$ nm² per degree, a minimum between $4^\circ$ and $4.5^\circ$ and a gain of 0.13 nm². With the widths re-optimized for the finer source, these become $-0.037$ nm² per degree, about $4.9^\circ$ and about 0.10 nm².

## Resist depth and other departures

Resist thickness moves the symmetry plane. Let $z$ now be the displacement of the resist surface from the focus in air. At depth $d$ in resist of index $n$, a wave with transverse sine $\sigma=\lambda|\mathbf g|$ in air has phase $kz\sqrt{1-\sigma^2}+knd\sqrt{1-\sigma^2/n^2}$. To order $\sigma^2$, its angular part is

$$-\frac{k\sigma^2}{2}\left(z+\frac dn\right) .\tag{21}$$

The symmetry plane is therefore near $z=-d/n$. For the middle of a 300 nm film with $n=1.75$, this is $-150/1.75=-86$ nm. The $\sigma^4$ terms left after recentring act as an even aberration, so the symmetry becomes approximate. They also shift the best choice of plane: at NA 0.70 the width differences for the pattern above are smallest when focus is counted from about $-77$ nm.

The next table gives the width at $+200$ nm minus that at $-200$ nm. The optimized mask widths, dose and threshold are held fixed. In the recentred row, focus is counted from $-86$ nm. A finer source sampling moves the first four rows by up to 0.3 nm.

| Effect | A (nm) | B (nm) |
|---|---:|---:|
| mid-resist, focus from surface | $-7.0$ | $-16.4$ |
| mid-resist, recentred | 0.6 | 1.9 |
| spherical aberration, 0.02 wave | $-1.6$ | 1.4 |
| source tilt, 2% at outer edge | $-0.5$ | 0.5 |
| thick mask | 0.3 | 0.7 |

The thick-mask row comes from a rigorous coupled-wave calculation for normal incidence and electric field along the lines. The film, of index $2.30+0.537i$ and thickness 97.7 nm, has the thin-mask transmission when uniform. For this polarization, topography hardly disturbs the focus symmetry, yet it widens the in-focus lines by 9.4 and 14.5 nm with 91 diffraction orders, and by 9.8 and 14.9 nm with 281 or 401, where the focus difference of line B becomes 0.8 nm. Focus in this row is counted from the image of the film's exit face. A focus shift of 3 nm, the image of half the film thickness at fourfold reduction, changes such differences by about 0.3 and 0.6 nm, so the row gives only the size of the effect. Near-symmetry through focus is thus no evidence that the thin-mask widths are accurate. With the magnetic field along the lines, the widening is only about 3 and 5 nm when the magnetic-field amplitudes of the orders are imaged (about 4.5 and 6.7 nm with the transverse electric amplitudes), but the width of line B differs by about 3 nm between $+200$ and $-200$ nm.

Two other effects keep the symmetry but change the in-focus widths. Unpolarized vector imaging changes them by $-0.9$ and $-0.7$ nm. A Gaussian resist blur of 20 nm standard deviation, the same at every focus, changes them by $-1.4$ and $-1.0$ nm.

The wavelength, aperture, attenuation and feature sizes lie roughly in the range of 248 nm production lithography; the pattern and threshold are illustrative. The film and resist indices and the aberration, tilt and blur sizes are rough inputs, not data for a particular tool. Real masks break the thin-mask assumption, which moves the widths here by roughly 3 to 15 nm, depending on line and polarization, before the mask or dose is readjusted. Real resists also have depth: counting focus from their surface produces differences of 7 and 16 nm at mid-depth. Absorption, reflections and development from the top can make the resist response itself one-sided. Oblique incidence on the thick mask and stochastic resist effects are not included. One-sided optimization is therefore justified for a real mask and balanced source when focus is referred to the symmetry plane and the remaining asymmetry is small against the width tolerance. Otherwise both signs of defocus are needed. The numerical output lists the main values for the 496-point source.

## Calculated quantities

```
General identity, relative error: 7.7e-16
2D relative focus asymmetry, all conditions met: 6.42e-16
2D relative focus asymmetry, constant mask phase: 3.21e-16
2D relative focus asymmetry, odd aberration (coma): 3.53e-16
2D relative focus asymmetry, complex mask: 3.70e-01
2D relative focus asymmetry, lopsided source: 9.88e-02
2D relative focus asymmetry, spherical aberration: 2.34e-01
2D relative focus asymmetry, uneven apodization: 1.07e-01
Wavelength 248 nm; NA 0.70; period 1000 nm
Annulus 0.5 to 0.8; source points 496
Line centres A / B: 250 / 650 nm
Target widths A / B: 150 / 220 nm
Attenuator amplitude -0.2449; threshold 0.30
Relative doses: (0.95, 1.0, 1.05)
Focus planes: [-200. -100.    0.  100.  200.] nm
Full weights times 9: [1 2 3 2 1]
Folded weights times 9: [3 4 2]
Cost with mask widths at target: 53.675 nm^2
Optimum mask widths, five planes: 154.51 / 217.19 nm
Optimum mask widths, three planes: 154.51 / 217.19 nm
Optimum cost, five planes: 37.2241 nm^2
Optimum cost, three planes: 37.2241 nm^2
RMS width error at optimum: 6.10 nm
Widths A / B at z = -200 nm: 147.14 / 212.80 nm
Widths A / B at z = -100 nm: 150.20 / 220.50 nm
Widths A / B at z = 0 nm: 151.14 / 222.98 nm
Widths A / B at z = 100 nm: 150.20 / 220.50 nm
Widths A / B at z = 200 nm: 147.14 / 212.80 nm
Largest image difference at +/-200 nm: 4.4e-16
Phase slope of half cost: -0.0352 nm^2/degree
Phase slope of full cost: -7.1e-15 nm^2/degree
Half cost at +10 / -10 degrees: 37.401 / 38.175 nm^2
Full cost at +10 degrees: 37.788 nm^2
Three-beam pitch 500 nm; phase 5 deg
Three-beam focus shift, search / formula: 26.16 / 26.16 nm
Mask glass index 1.50; reduction 4
Mask film index 2.30 + 0.537i; thickness 97.7 nm
Thick/thin order difference, relative: 0.074
Resist index 1.75; thickness 300 nm
Mid-resist recentring: -85.7 nm
Width(+200)-width(-200), thick mask: 0.32 / 0.70 nm
Width(+200)-width(-200), spherical 0.02 wave: -1.56 / 1.42 nm
Width(+200)-width(-200), coma 0.02 wave: 0.00 / 0.00 nm
Width(+200)-width(-200), source tilt 2% at edge: -0.54 / 0.46 nm
Width(+200)-width(-200), mid-resist, surface focus: -6.98 / -16.37 nm
Width(+200)-width(-200), mid-resist, recentred: 0.61 / 1.94 nm
Width(+200)-width(-200), vector, unpolarized: 0.00 / 0.00 nm
In-focus width change, thick mask: 9.42 / 14.52 nm
In-focus width change, vector: -0.88 / -0.72 nm
In-focus width change, 20 nm blur: -1.38 / -1.04 nm
```
